# Choosing quadrature accuracy for effective-core-potential integrals with steep basis functions

A calculation on a zirconium precursor with an effective core potential (ECP) needs a decision about its integrals: how many radial points to use, and how small an integral must be before it is dropped. Adding steep functions to the metal basis sharpens the question. A radial grid that serves valence functions may step over a steep one, while a finer grid cannot repair digits already lost in the angular algebra. The analysis below separates these two faults and shows when either can affect an energy.

## What is being integrated

Hartree atomic units are used: lengths in bohr, energies in hartree (Ha). With the ECP centre at the origin, the scalar semilocal potential is

$$U=U_{\rm loc}(r)+\sum_l\sum_m |lm\rangle\,\Delta U_l(r)\,\langle lm| .$$

The local part acts on every angular momentum. The projectors add a correction for low $l$; for the Zr potential used here these are $l=0,1,2$. Each radial function is a sum of terms $d\,r^{n-2}e^{-\zeta r^2}$. The Zr potential used here has $n=0,1,2$; other families use other powers (the ccECP potential of Zr has $n=1,2,3$). Spin-orbit terms are left out.

A basis function at $\mathbf A$ is $\chi_a=N\,q(\mathbf r-\mathbf A)\,e^{-\alpha|\mathbf r-\mathbf A|^2}$, where $q$ is a monomial of degree $L\le3$ and $N$ normalizes the function. A second function has exponent $\beta$ and centre $\mathbf B$. With real orthonormal harmonics $S_{lm}$, define

$$T^a_{lm}(r)=\int S_{lm}(\Omega)\,\chi_a(r,\Omega)\,d\Omega .$$

The projector integrates over the angles of each function separately, at one common radius. The volume element supplies $r^2$, so one potential term gives

$$I=d\int_0^\infty r^n e^{-\zeta r^2}\sum_m T^a_{lm}(r)\,T^b_{lm}(r)\,dr .$$

The factor $r^2$ has turned $r^{n-2}$ into $r^n$, and the integrand is finite at the origin even for $n=0$.

## Angular projection without large numbers

Put the polar axis along $\mathbf A$, write $A=|\mathbf A|$, and let $v=1-\cos\theta$. Then

$$|\mathbf r-\mathbf A|^2=r^2+A^2-2Ar(1-v)=(r-A)^2+2Arv .$$

The displacement along the axis is $r\cos\theta-A=(r-A)-rv$. The transverse components are $r\sin\theta\cos\phi$ and $r\sin\theta\sin\phi$, with $\sin^2\theta=v(2-v)$. Since $d\Omega=dv\,d\phi$, the Gaussian becomes

$$e^{-\alpha(r-A)^2}e^{-kv},\qquad k=2\alpha Ar,\qquad 0\le v\le2 .$$

For large $k$ only a small cap around $\mathbf A$ contributes. The range of $v$ can end at $\min(2,45/k)$, because $e^{-45}\approx3\times10^{-20}$. Twenty-four Gauss-Legendre nodes cover this range.

The azimuthal integrand contains frequencies up to $L+l$. Eight equally spaced angles integrate frequencies below eight without error, which suffices for $L,l\le3$. The average over $\phi$ removes odd powers of $\sin\theta$, so what remains is a polynomial in $v$ times $e^{-kv}$, a smooth function for the nodes in $v$.

An s function gives a closed result to compare with. Averaging $S_{lm}$ around the axis $\hat{\mathbf A}$ must give an axially symmetric harmonic of the same degree, hence a multiple of the Legendre polynomial $P_l(\cos\theta)$. At $\theta=0$ the average is $S_{lm}(\hat{\mathbf A})$, which fixes the multiple. With $i_l(k)=\frac12\int_{-1}^{1}P_l(t)e^{kt}dt$,

$$\int S_{lm}e^{k\cos\theta}d\Omega=2\pi S_{lm}(\hat{\mathbf A})\int_{-1}^{1}P_l(t)e^{kt}dt=4\pi i_l(k)S_{lm}(\hat{\mathbf A}).$$

The remaining factor is $e^{-\alpha(r^2+A^2)}=e^{-\alpha(r-A)^2}e^{-k}$, so

$$T_{lm}=4\pi N e^{-\alpha(r-A)^2}\,[e^{-k}i_l(k)]\,S_{lm}(\hat{\mathbf A}).$$

The bracket must be evaluated as one quantity. For $\alpha=10^5$ and $r=A=3$, $k=1.8\times10^6$, and $e^k$ alone exceeds the double-precision range. For $\alpha=0.7$ and $300$, $l=0$ to $3$ and a centre at $(0.3,-0.5,1.1)$, the angular quadrature agreed with this formula to $2.8\times10^{-14}$ of the largest value in each comparison.

## A radial window that follows the functions

Both projections carry Gaussian envelopes. Completing the square gives

$$\alpha(r-A)^2+\beta(r-B)^2+\zeta r^2=p(r-r_0)^2+c,$$

$$p=\alpha+\beta+\zeta,\qquad r_0=\frac{\alpha A+\beta B}{p},\qquad c=\alpha A^2+\beta B^2-pr_0^2 .$$

The coefficients of $r^2$ and $r$ fix $p$ and $r_0$; the constant follows. The integrand therefore has width of order $1/\sqrt p$ around $r_0$. Integrating over $r_0\pm7/\sqrt p$, cut at zero, leaves an envelope of $e^{-49}\approx5\times10^{-22}$ at an uncut edge. In the scaled variable $x=(r-r_0)\sqrt p/7$ the envelope is $e^{-49x^2}$ for every exponent. This is why the number of nodes need not grow with $\alpha$.

Each potential term is given its own window. For two on-centre functions with $\alpha=\beta=0.08$, the term with $\zeta=645.9$ has $1/\sqrt p=0.039$ bohr, while $\zeta=2.80$ gives $0.58$ bohr. One window of 64 nodes fitted to the second would leave most of its nodes where the first has vanished.

The local potential has no projector, so the two functions are multiplied before the angular integration. With $\gamma=\alpha+\beta$ and $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/\gamma$, completing the square in three dimensions gives

$$\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2=\gamma|\mathbf r-\mathbf P|^2+\frac{\alpha\beta}{\gamma}|\mathbf A-\mathbf B|^2 .$$

The same angular rule is then used around $\mathbf P$, with $p=\gamma+\zeta$ and $r_0=\gamma P/p$.

## Steep functions on the metal itself

Here the integrals are large and their accuracy matters directly. For a normalized s function on the ECP centre, the angular factors cancel between numerator and norm:

$$\langle r^{n-2}e^{-\zeta r^2}\rangle=\frac{\int_0^\infty r^ne^{-(2\alpha+\zeta)r^2}dr}{\int_0^\infty r^2e^{-2\alpha r^2}dr}.$$

The substitution $u=pr^2$ gives $\int_0^\infty r^ne^{-pr^2}dr=\frac12\Gamma(\frac{n+1}{2})p^{-(n+1)/2}$. The denominator is $\frac14\sqrt\pi(2\alpha)^{-3/2}$. For $\alpha\gg\zeta$ the ratio tends to $4\alpha$ for $n=0$, to $2\sqrt{2\alpha/\pi}$ for $n=1$, and to $1$ for $n=2$. Hence

$$\langle U\rangle\simeq4\alpha D_0+2D_1\sqrt{2\alpha/\pi},$$

where $D_n$ is the sum of the coefficients $d$ with power $n$ in the local and s channels.

The LANL2DZ potential of Zr replaces 28 electrons. It has $D_0=2.791056-0.042584=2.748472$ and $D_1=41.9489-20.2222=21.7267$. At $\alpha=10^6$ the two terms are $1.09939\times10^7$ and $3.467\times10^4$ Ha. Their sum, $1.10286\times10^7$ Ha, is within $0.004\%$ of the full value $1.10282\times10^7$ Ha.

The nuclear attraction follows from $n=1$, $\zeta=0$: it is $-12\times2\sqrt{2\alpha/\pi}$, since 12 units of charge remain. It grows as $\sqrt\alpha$, while the repulsion grows as $\alpha$. At $\alpha=1$ the values are $+13.7$ and $-19.1$ Ha; at $\alpha=100$ they are $+1232$ and $-191$ Ha. The kinetic energy of the same function is $3\alpha/2$, or $150$ Ha at $\alpha=100$. If the ECP integral were lost there, the sum of the three terms would fall from about $+1190$ to $-41$ Ha, an attractive artefact. Above $\alpha\approx160$ the kinetic energy alone outweighs the attraction, so a lost integral no longer makes the sum negative, but the error is still large.

Potential terms of opposite sign could also cost digits. A measure is the sum of their magnitudes divided by the magnitude of their sum. At the four exponents examined, from $1$ to $10^6$, it lies between $1.04$ and $1.67$, so this potential loses little here. The quadrature agrees with the gamma-function result to $4.2\times10^{-15}$ or better, relative to the integral, at the four exponents examined.

## Where an algebraic expansion loses digits

Now place a steep function away from the ECP. The component $(z-A)^3$ of an f-type Cartesian shell, with its centre on the $z$ axis, shows the difficulty. For $l=0$ the azimuth gives $2\pi$ and $S_{00}=1/\sqrt{4\pi}$, so their product is $\sqrt\pi$. With $\Delta=r-A$,

$$T_{00}=N\sqrt\pi\,e^{-\alpha\Delta^2}\int_0^2(\Delta-rv)^3e^{-kv}dv .$$

An alternative is to expand $(rt-A)^3$ in powers of $t=\cos\theta$:

$$\int_0^2(\Delta-rv)^3e^{-kv}dv=\sum_{j=0}^3\binom3j r^j(-A)^{3-j}J_j,\qquad J_j=\int_{-1}^1t^je^{-k(1-t)}dt .$$

Integration by parts gives the moments:

$$J_0=\frac{1-e^{-2k}}k,\qquad J_j=\frac{1-(-1)^je^{-2k}}k-\frac jkJ_{j-1}.$$

The two forms are equal in exact arithmetic. For large $k$, however, every $J_j$ is close to $1/k$. The magnitudes in the sum add to about $(r+A)^3/k$, whereas the sum itself is about $\Delta^3/k$. At the typical displacement $\Delta=1/\sqrt\alpha$, the ratio is

$$C\simeq\frac{(2A)^3}{\alpha^{-3/2}}=(2A\sqrt\alpha)^3 .$$

For $A=3$ and $\alpha=10^5$ this is $(1897.4)^3=6.831\times10^9$. The next order can be traced. The numerator $(2A+\Delta)^3$ gains a factor $1+3\Delta/(2A)$. In the denominator the mean of $v$ is $1/k$, so $\Delta^3$ becomes $\Delta^3-3\Delta^2r/k$, a factor $1-3/(2A\sqrt\alpha)$. Together they raise $C$ by $3/(A\sqrt\alpha)=0.32\%$, to $6.852\times10^9$, the value found numerically.

Double-precision rounding is about $10^{-16}$, so a relative error near $10^{-6}$ is possible at this radius. The local form avoids the loss by forming the small displacement first. Its remaining sensitivity comes from rounding $r$ itself, and is of order $10^{-16}A\sqrt\alpha\approx10^{-13}$.

The following relative errors are for the diagonal s-channel integral at $A=3$ bohr. The reference is the expansion in 50-digit arithmetic, which can afford to lose ten digits. Both the reference and the double-precision expansion are summed over 91 equally spaced radii centred on $A$.

| $\alpha$ | Moving window | Expansion | Fixed grid |
|---|---|---|---|
| $10$ | $5\times10^{-14}$ | $1\times10^{-14}$ | $2\times10^{-5}$ |
| $10^3$ | $5\times10^{-14}$ | $1\times10^{-10}$ | $3.2$ |
| $10^5$ | $1\times10^{-13}$ | $4\times10^{-7}$ | $1.0$ |

At $\alpha=10$ the moving window and the expansion are both close to rounding error. The defect of the expansion appears as $A\sqrt\alpha$ grows. More radial nodes may average part of the rounding error away, but they do not restore the digits lost at each radius.

## Why a fixed grid fails, and how many nodes suffice

The fixed grid has 100 Gauss-Legendre nodes mapped by $r=(1+x)/(1-x)$. The window uses 64 nodes for each of the three s-channel terms, so the total cost is not held equal; the placement of the nodes is what differs.

Writing $x=\cos\vartheta$, the nodes are nearly equally spaced in $\vartheta$ by $\pi/100$. Hence $\delta x\approx(\pi/100)\sqrt{1-x^2}$. Since $1-x=2/(r+1)$, one has $dr/dx=(r+1)^2/2$ and $\sqrt{1-x^2}=2\sqrt r/(r+1)$, so the spacing is

$$h\approx\frac{\pi}{100}(r+1)\sqrt r .$$

At $r=3$ this is $0.22$ bohr. For a steep function the integrand behaves as $\Delta^6e^{-2\alpha\Delta^2}$, with two peaks near $\Delta=\pm\sqrt{3/(2\alpha)}$. At $\alpha=10^5$ these lie $0.004$ bohr on either side of $A$, and the whole integrand is only about $0.01$ bohr wide. It falls between nodes and the result is essentially zero: relative error one. At $\alpha=10^3$ a node happens to lie near the inner peak and represents too wide an interval, making the integral $4.2$ times too large.

The useful quantity is $h\sqrt p$, evaluated at $r_0$. With $\zeta=4.52$, the term that dominates the s channel at this distance, $\alpha=10$ gives $h\sqrt p=0.84$ and an error of $2\times10^{-5}$. For $\alpha=100$ it is $3.0$, and the error is $86\%$. A value below one is a sensible starting condition for such a grid, to be confirmed by refinement.

Two functions on the metal need a different point of evaluation. There $r_0=0$, and the formula would give $h=0$ for every exponent. The integrand extends to about $r=1/\sqrt p$, so the spacing should be taken there. For a steep pair this gives $h\sqrt p\approx(\pi/100)\,p^{1/4}$, which reaches one near $p=10^6$. The nodes crowd towards the origin, which delays the failure but does not prevent it. A value just below one is not enough here, because the integrals are large: at $\alpha=10^5$ the integral is about $1.1\times10^6$ Ha, so a relative error of only $10^{-5}$ is already $11$ Ha. For an s function on the 100-node grid the error is $23$ Ha at $\alpha=10^5$, where $h\sqrt p=0.66$, and $3\times10^{-6}$ Ha at $\alpha=10^4$, where $h\sqrt p=0.37$.

For the moving window, 16, 32 and 64 nodes give errors of $2\times10^{-2}$, $6\times10^{-8}$ and $5\times10^{-14}$ at $\alpha=10$. At $10^5$ they are $3\times10^{-3}$, $1\times10^{-5}$ and $1\times10^{-13}$. Convergence is not identical, although 64 nodes suffice in both cases.

## Relative error is not energy error

The stress case has an instructive steep limit. Near $\mathbf A$, $T_{00}\approx N\sqrt\pi e^{-\alpha\Delta^2}\Delta^3/k$, and $r^2/k^2=1/(4\alpha^2A^2)$. If $\Delta U_0$ is nearly constant across the function,

$$I\simeq\Delta U_0(A)\frac{N^2\pi}{4\alpha^2A^2}\int_{-\infty}^{\infty}\Delta^6e^{-2\alpha\Delta^2}d\Delta .$$

Normalization gives $N^2=(2\alpha/\pi)^{3/2}(4\alpha)^3/15$, and the integral is $15\sqrt{\pi/2\alpha}/(4\alpha)^3$. Their product is $2\alpha/\pi$, so

$$I\simeq\frac{\Delta U_0(A)}{2\alpha A^2}.$$

At 3 bohr, $\Delta U_0\approx67.727\,e^{-4.5225\times9}=1.425\times10^{-16}$ Ha. For $\alpha=10^5$ the limit gives $7.92\times10^{-23}$ Ha; the s-channel integral without this approximation is $7.97\times10^{-23}$ Ha. The limit requires $(2\zeta A)^2\ll\alpha$, so that the potential varies little over the function. It fails for $\alpha=10^3$ at 6 bohr, where $(2\zeta A)^2\approx2900$. The s-channel integral there is $1.0\times10^{-73}$ Ha.

The whole matrix element is larger, because other parts of the potential decay more slowly. The d channel has a term with $\zeta=2.80$. Close to the axis $S_{l0}\approx\sqrt{2l+1}\,S_{00}$, so the same steps give $5\Delta U_2(A)/(2\alpha A^2)$. At 3 bohr and $\alpha=10^5$ this is about $4.8\times10^{-16}$ Ha. The local part has no projector and adds about $U_{\rm loc}(A)\approx-3.5\times10^{-16}$ Ha. The element is still only of order $10^{-16}$ Ha.

Such elements can be dropped, and their lost digits do no harm. The relevant measure is absolute. A self-consistent energy is stationary with respect to its orbitals, so a small integral error changes it to first order by

$$\delta E=\sum_{\mu\nu}D_{\mu\nu}\,\delta U_{\mu\nu},$$

where $D$ is the density matrix. Large density-matrix elements, which occur in nearly dependent basis sets, call for a tighter threshold.

## A zirconium ion and the real precursor

A matrix with s, p, d and f functions on three centres, all within about 2.3 bohr of the Zr potential, tests the general geometry. Its largest element is $259.8$ Ha. An independent implementation differs by at most $5.2\times10^{-12}$ Ha, or $2\times10^{-14}$ of that element.

For the energy, Zr$^{4+}$ was treated by restricted Hartree-Fock with exponents $0.08\times2.5^i$ bohr$^{-2}$: seven s, six p and five d shells. The valence energy in this basis is $-43.29504$ Ha ($-1178.118$ eV), and the two sets of integrals agree to $1.8\times10^{-13}$ Ha. The energy itself is not converged in the basis: a larger set with exponents $0.05\times2^i$ (twelve s, ten p and nine d shells) lowers it by $0.013$ Ha ($0.36$ eV). The largest exponent is $0.08\times2.5^6=19.5$, so this comparison does not test very steep functions; the on-centre integrals above do.

Removing the 4d electron of Zr$^{3+}$ costs $33.45$ eV with LANL2DZ and $33.34$ eV with the def2 potential, in the same basis and at Hartree-Fock level. The choice of potential moves the result by $-0.11$ eV here, part of which is an effect of the finite basis: the larger spd set gives $33.42$ and $33.33$ eV, a shift of $-0.09$ eV. Adding three f shells (exponents $0.4$, $1.0$, $2.5$) to the smaller basis raises both values by $0.12$ eV. In the smaller basis without f shells, second-order perturbation theory moves the LANL2DZ value by $-0.34$ eV. The basis has no f functions, which are needed to describe the correlation of the 4d electron with the 4s and 4p shells, so neither the size nor the sign of that shift should be taken as physical: with the three f shells added it becomes $+0.42$ eV. Both shifts far exceed the integration error found for the Zr$^{4+}$ energy.

In a real precursor, Zr-ligand bonds are roughly 2 Å or somewhat longer. The stress distance of 3 bohr, $1.59$ Å, is shorter than that, and an f-type exponent of $10^5$ is far from a valence basis. The distance of 6 bohr, $3.175$ Å, is close to a metallic Zr-Zr contact. A molecule also breaks the assumption of an isolated ion: ligands change the metal's charge and orbitals. The ionization energies above are therefore not those of a precursor, and the size of that change was not computed.

## Choosing the setting

- Prefer radial points that adapt to each pair of functions and each potential term. For functions up to f and the cases treated here, 64 points per window were ample; 16 were too few, leaving a relative error of 2% in the s-channel integral of the displaced f-type function at $\alpha=10$.
- If the program offers one fixed grid, compare $h$ with $1/\sqrt p$ for every pair whose integral is not negligible. The largest $h\sqrt p$ need not belong to the steepest pair, because $h$ grows with $r$. Take $h$ at $r_0$ for displaced functions and at $r=1/\sqrt p$ for functions on the metal. Refine until the energy is steady.
- If refinement leaves an error that grows with $A\sqrt\alpha$, suspect the angular expansion. A local evaluation or higher precision is then the remedy.
- Set the screening threshold by absolute size and by the energy accuracy wanted. Do not ask for a fixed relative accuracy in every element.
- For lanthanides with g functions or higher projectors, use more azimuthal points than the largest $L+l$, and than $L_a+L_b$ in the local part. Eight points are no longer enough when either sum reaches eight.

The integral tests and the ion energies in the smaller basis are listed in the numerical output below.

## Values computed for the example and the checks

```
Zr LANL2DZ potential: l, n, zeta (bohr^-2), d (a.u.)
-1 0 645.9322 -0.0425843 | -1 1 134.7547 -20.222241
-1 2 42.30746 -101.86952 | -1 2 12.00032 -41.619578
-1 2 4.126045 -4.698616 |  0 0 117.6252 2.7910559
 0 1 22.96461 41.948946 |  0 2 4.52253 67.727187
 1 0 47.19531 4.9911144 |  1 1 48.0356 20.719317
 1 2 19.45415 195.58678 |  1 2 4.051287 48.287718
 2 0 79.9074 3.0049226 |  2 1 45.82638 25.937799
 2 2 26.99035 125.12449 |  2 2 9.683572 70.763402
 2 2 2.799567 15.049282
Largest relative s-projection error: 2.83e-14
On-centre s: alpha, <U>, attraction (Ha), cancellation, rel.error
1e+00 13.72403 -19.149229 1.668 1.1e-15
1e+02 1231.6935 -191.49229 1.52 3.1e-15
1e+04 113039.74 -1914.9229 1.089 4.0e-15
1e+06 11028177 -19149.229 1.037 4.2e-15
Net s coefficient of r^-2: 2.7484716 Ha bohr^2
Stress distance: 3.0 bohr; s channel, z-cubed
alpha, integral (Ha), rel. errors: window, expansion, fixed grid
1e+01 4.052073530e-13 4.8e-14 9.5e-15 2.1e-05
1e+02 1.928894655e-18 5.0e-14 1.4e-12 8.6e-01
1e+03 1.391475450e-20 5.4e-14 1.2e-10 3.2e+00
1e+04 8.448568761e-22 3.6e-14 4.2e-09 1.0e+00
1e+05 7.968576535e-23 1.3e-13 3.5e-07 1.0e+00
Cancellation at alpha=1e5: 6.85214e+09; estimate 6.83052e+09
Radial relative errors for 16, 32, 64 nodes
alpha=1e+01: 2.0e-02 6.1e-08 4.8e-14
alpha=1e+05: 3.2e-03 1.0e-05 1.3e-13
Contact 6.0 bohr = 3.175 angstrom
Contact integral at alpha=1e3: 1.0063e-73 Ha
Three-centre matrix: max 259.835 Ha, difference 5.17e-12 Ha
Ion basis: first exponent 0.08 bohr^-2, ratio 2.5
Numbers of s, p, d shells: 7, 6, 5
Zr4+ HF energy: -43.295036794 Ha = -1178.11797 eV
Zr4+ ECP expectation: 9.28489449 Ha
Energy difference from library integrals: 1.78e-13 Ha
Zr3+ up-spin d_xy, d_z2 populations (LANL2DZ): 1.000000, 3.41e-06
Zr3+ -> Zr4+ ionization energies (eV): HF, MP2
LANL2DZ: 33.4487, 33.1073
def2: 33.3398, 32.9945
Potential-choice shift, HF: -0.1088 eV
MP2 shift, LANL2DZ: -0.3413 eV
```
